# Body order and range of MACE-type message-passing potentials, part 2

How many atoms can one term of a MACE-type energy involve, and how far apart can they be? Lengths are in bohr, energies in Ry. Atoms are neighbours if $0<r_{ij}<r_c$. Each of $T$ layers pools neighbour messages into $A_i$ (constant normalisation $\lambda$), multiplies up to $\nu$ of them, and linearly updates the features $h_i^{(t)}$. Edges have angular rank $l$, hidden features rank $L$. Readouts are linear for now.

For a quantity $F_i$, with $F_i(U)$ its value when only the atoms in $U$ are kept, the $|S|$-body term is

$$V_i(S)=\sum_{U:\ i\in U\subseteq S}(-1)^{|S|-|U|}\,F_i(U).$$

It is also the unique coefficient of $\prod_{j\in S\setminus i}\eta_j$, with occupations $\eta_j\in\{0,1\}$. The set $S$ is that monomial's support. First support rule: linear maps create no new supports. Product rule: supports unite.

Each term is a tree rooted at $i$, of depth at most $T$, with at most $\nu$ children per node and edges mapped to neighbour pairs; nodes may coincide. Body order is at most $N_T=\sum_{s=0}^{T}\nu^s$, thirteen for $T=2$, $\nu=3$. A scalar example attains this; since $V_i(S)$ is polynomial in the weights, so do generic weights:

$$a_j=\sum_k\eta_kw_{jk},\qquad s_j=1+b_1a_j+b_2a_j^2+b_3a_j^3,$$

$$A_i=\sum_j\eta_jw_{ij}s_j,\qquad E_i=c_1A_i+c_2A_i^2+c_3A_i^3 .$$

The example is a 17-atom diamond fragment: a root, four children, and three outer atoms per child, with only nearest neighbours bonded. Parameters: $d=4.5$ (bond length), $r_c=6$, $w(r)=g(1-r^2/r_c^2)^2$, $g=2$, $b=(1,\,0.5,\,0.25)$, $c=(-0.02,\,-0.002,\,-0.0002)$ Ry. Then $w=0.38281$, $a=4w=1.53125$, $s=4.6012$, $A=4ws=7.0456$, $c_3A^3=-0.0699$ Ry and $E_i=-0.3101$ Ry. Each of its four thirteen-body terms (root, three children, their nine outer atoms) is

$$V_{13}=(3!)^4\,c_3\,b_3^3\,w^{12}=-4.011\times10^{-8}\ \text{Ry}.$$

The root and its four children alone have $V_i=0$.

A program checks the results numerically, also on a chain where only adjacent atoms are neighbours. The question now: if thirteen-body terms are half a millionth of the energy, is thirteen a formality?

**A.** In this example the share is $4V_{13}/E_i=5.17\times10^{-7}$, and its smallness can be derived. Use $A=4ws$ and $a=4w$. Then

$$\frac{4V_{13}}{c_3A^3}=\frac{4\cdot3!\,(3!\,b_3w^4)^3}{4^3w^3s^3}=\frac{4\cdot3!}{4^3}\left(\frac{3!\,b_3w^3}{s}\right)^3=\frac{24}{64}\left(\frac{b_3a^3}{s}\cdot\frac{6}{64}\right)^3,$$

where the last step uses $w^3=a^3/64$. Each factor has a meaning. Of the 64 ordered triples of children in $A^3$, 24 are all different. The cubic term makes up the fraction $b_3a^3/s$ of each $s$. Of the 64 ordered triples of neighbours in $a^3$, only 6 are the three outer atoms; the rest repeat an atom or return to the root. Multiplying by $c_3A^3/E_i$,

$$\frac{4V_{13}}{E_i}=\frac{0.0699}{0.3101}\times\frac{24}{64}\times\left(\frac{0.25\times1.53125^3}{4.6012}\times\frac{6}{64}\right)^3,$$

which is the $5.17\times10^{-7}$ found above. The cubic term $c_3A^3$ is more than a fifth of the energy, yet nearly all of it is of lower body order, for two reasons visible in the product. Full thirteen-node trees carry only the fraction $(b_3a^3/s)^3=7.4\times10^{-3}$ of $A^3$, the rest coming from smaller trees, and with four neighbours only the fraction $\tfrac{24}{64}\left(\tfrac{6}{64}\right)^3=3.1\times10^{-4}$ of the maps of the full tree are free of coincidences. With coordination $Z$ on a tree-like graph the two counting fractions become $Z(Z-1)(Z-2)/Z^3$ and $(Z-1)(Z-2)(Z-3)/Z^3$, and both grow with $Z$. They cannot come arbitrarily close to one, because a tree-like neighbour graph in three dimensions has bounded $Z$: two atoms within $r_c$ of a common atom and at least $r_c$ from each other subtend more than $60^\circ$ at it. That ceiling belongs to tree-like graphs only. A cutoff that takes in several shells, as is usual in practice, gives a graph that is not a tree, and coincidences become much rarer: on the diamond lattice with three shells inside the cutoff, 28 neighbours, about a quarter of the maps of the full tree, counted with equal weight, are one-to-one. The share thus depends on coordination and weights. The body order says which terms exist in the function class and is silent on their size in a given fit.

**Q.** Your example has no angular dependence at all. An equivariant model has vectors and tensors, and I would like to see the count survive them.

**A.** By the first support rule the coupling coefficients cannot raise the order, and by the polynomial argument the scalar path already attains it, so the count does not depend on the maximum $l$ of the edges or the maximum $L$ of the hidden features. The program tests this on an equivariant model written in Cartesian form, with two species and two channels. Its edge factors are $1$, the unit vector $\mathbf u$ and the traceless tensor $\mathbf u\mathbf u-\mathbb 1/3$, which span $l=0,1,2$. Its hidden features are scalars and vectors, and its products include $\mathbf a_1\!\cdot\mathbf a_1$, $\mathbf a_1\!\cdot a_2\mathbf a_1$ and $\operatorname{tr}a_2^3$, where $\mathbf a_1$ and $a_2$ are the pooled vector and tensor. Invariance of the energy under a proper and an improper rotation is tested. The clusters are fully connected, with $r_c=12$ bohr, so that no geometry forbids a large term, and each has more atoms than $N_T$, so that an excess could show. The orders measured from the alternating sums are 2, 3, 4 for $T=1$ with $\nu=1,2,3$; 3 and 4 for $\nu=1$ with $T=2,3$; 7 for $T=2$, $\nu=2$; 15 for $T=3$, $\nu=2$; and 13 for $T=2$, $\nu=3$. All equal $N_T$. In the last case, on 15 atoms, the largest thirteen-body term is $5.4\times10^{-6}$ and the largest higher one $2\times10^{-15}$, both relative to the largest sub-cluster energy. On a randomly distorted copy of the diamond fragment the same model has terms no larger than $7\times10^{-15}$, on that relative scale, on sets that are not tree images, and its four thirteen-body terms are nonzero.

**Q.** The site energy is a bookkeeping device. Only the total energy is physical, and summing over sites could change the order.

**A.** With occupations for all atoms, $E=\sum_i\eta_iE_i$. Inserting the expansion of each $E_i$,

$$E=\sum_i\sum_{S\ni i}V_i(S)\,\eta_i\prod_{j\in S\setminus i}\eta_j=\sum_S\Big[\sum_{i\in S}V_i(S)\Big]\prod_{j\in S}\eta_j ,$$

so by the uniqueness of the expansion the many-body term of the total energy is $V(S)=\sum_{i\in S}V_i(S)$. No set larger than $N_T$ appears. A cancellation among roots is excluded for generic weights by the same example: on the thirteen-atom tree only the centre has all twelve other atoms within two bonds, so $V(S)=V_{13}\ne0$. The program finds order 13 for the total energy of a fully connected 14-atom cluster.

**Q.** Now the range. Each layer looks only as far as $r_c$. I accept that two layers look further, but "twice the cutoff" suggests a sphere of radius $2r_c$ in which everything is seen.

**A.** That picture is too generous. Define the hop distance between two atoms as the least number of neighbour bonds joining them. A node at depth $s$ of the tree is joined to the root by $s$ edges, each mapped to a bond, so its atom lies within $s\le T$ hops of $i$. If $i=j_0,j_1,\dots,j_s$ is that walk, the triangle inequality gives

$$r_{ij_s}\le\sum_{q=1}^{s}r_{j_{q-1}j_q}<s\,r_c\le T r_c .$$

The receptive field is the set of atoms within $T$ hops. It lies strictly inside the sphere of radius $Tr_c$, which is $2r_c$ for two layers, and it need not fill that sphere: an atom at distance between $r_c$ and $2r_c$ is seen only if a relay atom lies within $r_c$ of both. The depth-one nodes land inside $r_c$, so only the $\nu^2$ depth-two nodes can land outside, and a two-layer term with $\nu=3$ has at most nine atoms beyond the cutoff. The distorted diamond fragment has twelve atoms beyond $r_c$, and the largest number found in any nonzero term is 9. On the chain, removing an atom changes the energy of the end site for the first 1, 2 and 3 atoms along it when $T=1,2,3$ and not for the later ones, which the program tests.

**Q.** And how strongly is an atom felt near the edge of that range? If the influence stopped abruptly at $2r_c$ the forces would jump.

**A.** It fades faster than a single cutoff does. Put the far atom at distance $2r_c(1-\varepsilon)$. Any relay has bond lengths $r_1,r_2<r_c$ with $r_1+r_2\ge2r_c(1-\varepsilon)$, so each exceeds $2r_c(1-\varepsilon)-r_c=r_c(1-2\varepsilon)$. Both bonds are forced to the edge of the cutoff, and every tree that reaches the far atom carries both weights. For an envelope with a zero of order $p$ at $r_c$, each is bounded by a constant times $\varepsilon^p$, and the influence by a constant times $\varepsilon^{2p}$.

The scalar model gives the coefficient. Take atoms 0, 1, 2 on a line with spacing $xr_c$, $\tfrac12<x<1$, so that 0 and 2 are not neighbours. Then $A_0=w\,s(a_1)$ with $a_1=2w$ when atom 2 is present and $a_1=w$ when it is not. The change in $s$ is

$$\Delta s=b_1(2w-w)+b_2(4w^2-w^2)+b_3(8w^3-w^3)=b_1w+3b_2w^2+7b_3w^3 .$$

The linear term of the energy changes by $c_1w\,\Delta s$. The quadratic term changes by $c_2w^2\,\Delta s\,[s(2w)+s(w)]=2c_2b_1w^3+O(w^4)$, since both $s$ are $1+O(w)$. The cubic term starts at order $w^4$. Collecting,

$$\Delta E_0=c_1b_1w^2\Big[1+\Big(\frac{3b_2}{b_1}+\frac{2c_2}{c_1}\Big)w+O(w^2)\Big].$$

With $w=g(1-x)^2(1+x)^2$, the leading term goes as $(1-x)^4(1+x)^4$. For the parameters above and the far atom at 11.88 bohr, the computed change is $-1.2563\times10^{-8}$ Ry against $c_1b_1w^2=-1.2546\times10^{-8}$ Ry; at 11.94 bohr they are $-7.923\times10^{-10}$ and $-7.920\times10^{-10}$ Ry. The computed value is the larger in magnitude, as the positive bracket requires, and the gap closes as $w$ shrinks. These two points have $1-x$ in the ratio two, and the base-two logarithm of the ratio of the changes is 3.987. It falls short of 4 because the factor $(1+x)^4$ is slightly larger at the outer point, contributing $-4\log_2(1.995/1.99)$, which the bracket offsets only in small part. At 9 bohr, where $w=0.383$ is not small, the change is $-6.19\times10^{-3}$ Ry and the leading term, $-2.93\times10^{-3}$ Ry, accounts for less than half of it, so the expansion in $w$ is not useful there. With the relay removed the change is exactly zero at all three distances.

**Q.** For a molecular dynamics run I care about forces. Do they stop at two cutoffs as well?

**A.** No. The force on atom $k$ is $-\partial E/\partial\mathbf r_k$, and it depends on the position of atom $l$ when the force constant $\partial^2E/\partial\mathbf r_k\partial\mathbf r_l$ is nonzero. Each tree term depends only on the positions in its image, so this requires a tree, rooted at any atom, whose image contains both $k$ and $l$. For $\nu\ge2$ the root may have two branches, one ending on $k$ at depth $T$ and the other on $l$ at depth $T$, and the path between them through the root has $2T$ edges. Force constants thus reach at most $2T$ hops, less than $4r_c$ for two layers. For $\nu=1$ with linear readouts every tree is a single path of at most $T$ edges, and the reach is $T$ hops. The program tests this on the chain by displacing the end atom and one other, separately and together, and taking the mixed difference of the total energy. For $T=2$ it is nonzero out to 2 hops for $\nu=1$ and out to 4 hops for $\nu=2$ and $\nu=3$, and zero beyond. In both cases the interaction range is strictly finite, so a model of this form cannot represent an interaction, such as unscreened electrostatics, between atoms more hops apart than that, or between groups of atoms that no chain of neighbour bonds connects.

**Q.** You assumed linear readouts "for now". The standard MACE architecture ends in a small nonlinear network. What remains of the thirteen?

**A.** As a statement about the energy, it fails. Let $y$ be a linear combination of last-layer scalars, with supports of at most thirteen atoms, twelve besides the centre. By the product rule $y^m$ has supports of up to $1+12m$ atoms. The SiLU function expands as $y/(1+e^{-y})=y/2+y^2/4-y^4/48+\dots$, so already its quadratic term allows 25 atoms, and no power is the last.

That these terms do not cancel can be shown in the simplest case. Let $y=y_0+w\sum_{j=1}^m\eta_j$, a two-body quantity with $m$ equivalent neighbours, and $E_i=f(y)$ with $f$ smooth. A sub-cluster with $q$ neighbours has energy $f(y_0+qw)$ and there are $\binom mq$ of them, so

$$V_i=\sum_{q=0}^m(-1)^{m-q}\binom mq f(y_0+qw).$$

This is the $m$-fold forward difference. Each difference is an integral, $f(y+w)-f(y)=\int_0^wf'(y+u)\,du$, and applying this $m$ times gives $V_i=\int_0^w\!du_1\cdots\int_0^w\!du_m\,f^{(m)}(y_0+u_1+\dots+u_m)$, which tends to $w^mf^{(m)}(y_0)$ for small $w$. It vanishes for all $y_0$ and $w$ only if $f^{(m)}\equiv0$, that is, if $f$ is a polynomial of degree below $m$. A non-polynomial $f$ therefore has no finite body order, and in a given geometry the order is bounded only by the number of atoms in the receptive field. On the 15-atom cluster the program finds order 15 with a SiLU readout, the whole cluster, with a fifteen-body term of $6.3\times10^{-3}$ relative to the largest energy; a cluster of that size cannot show more. The same argument applies to any non-polynomial function of a pooled quantity: a gate between layers, or a normalisation such as $1/(1+\sum_j\eta_jw_{ij})$ in place of the constant $\lambda$.

The range survives. A function of $h_i^{(T)}$ depends on no atom that $h_i^{(T)}$ does not depend on, so the site energy still sees $T$ hops, and the chain test holds for the SiLU readout too. For the standard two-layer architecture with $\nu=3$ the accurate statement is that the features entering the last readout have body order thirteen and range below $2r_c$, while the energy inherits the range and not the order.

**Q.** A last doubt. Suppose all readouts are linear. Is the two-layer model then as good as a one-layer expansion with $\nu=12$ and cutoff $2r_c$, which also has order thirteen?

**A.** It is a different class of functions. For site energies it is not a subset of the one-layer class at finite maximum $l$: its three-body term contains the weight of the bond $jk$, which switches off at $r_{jk}=r_c$, so at fixed $r_{ij}$ and $r_{ik}$ it is not a polynomial in the cosine of the angle at $i$, whereas a one-layer term with finite $l$ is. In the other direction, three differences follow from what has been derived. The one-layer model has two-body terms between atoms at $1.5\,r_c$ with nothing in between, and the two-layer model has none. The one-layer model has a five-body term on the root and its four neighbours in the diamond fragment, and the two-layer site energy of the root has none. This second difference concerns that site energy only: a tree rooted at one of the four neighbours can pass through the centre and branch to the other three, so the two-layer total energy does have a five-body term on that set. The third difference concerns how the surviving terms depend on geometry. Everything the root learns about the outer atoms of child $j$ passes through the finite list of numbers $h_j^{(1)}$. If the hidden features are scalars only, $L=0$, rotate the three outer atoms of $j$ rigidly about the axis from $i$ to $j$, keeping the neighbour graph a tree. The neighbourhood of $j$, which consists of $i$ and those three atoms, is rotated as a whole, since $i$ lies on the axis, so the invariant $h_j^{(1)}$ is unchanged. The vectors $\mathbf r_{ij}$ and the features of the other children are unchanged as well. Then $E_i$ does not change: it is blind to that torsion, although its body order is thirteen. With $L\ge1$ and outer atoms in general positions, the components of $h_j^{(1)}$ rotate with them and this argument no longer applies, which is where equivariant hidden features alter the function class without altering the count. Symmetry can restore the blindness. If the three outer atoms are equivalent under a threefold axis along $i$–$j$, as in the ideal diamond fragment, only components with $m$ a multiple of three about that axis survive. For $L\le2$ that leaves $m=0$, which no rotation about the axis changes, so $E_i$ can feel this torsion only from $L=3$ on. How much of the general thirteen-body function space a given number of channels and a given $L$ recover is a question of approximation that the counting of supports does not answer.

## Computed results

```
equivariant model, fully connected clusters, rc = 12 bohr; V relative to max|E|
T=1 nu=1 N=8: order 2, top |V| 1.6e-01, above 9e-16
T=1 nu=2 N=8: order 3, top |V| 6.8e-02, above 4e-16
T=1 nu=3 N=8: order 4, top |V| 2.5e-02, above 3e-16
T=2 nu=1 N=8: order 3, top |V| 2.2e-02, above 3e-16
T=3 nu=1 N=8: order 4, top |V| 3.7e-03, above 4e-16
T=2 nu=2 N=10: order 7, top |V| 1.5e-03, above 2e-15
T=3 nu=2 N=16: order 15, top |V| 1.6e-06, above 3e-15
T=2 nu=3 N=15: order 13, top |V| 5.4e-06, above 2e-15
T=2 nu=3 N=15, SiLU readout: order 15, top |V| 6.3e-03
T=2 nu=3 N=14, total energy: order 13, top 1.0e-05, above 4e-16
7-atom chain, spacing 0.8 rc, T=2 nu=3, middle site: order 5
chain, T=1: site energy sees 1 hops (both readouts)
chain, T=2: site energy sees 2 hops (both readouts)
chain, T=3: site energy sees 3 hops (both readouts)
chain, T=2 nu=1: force constants reach 2 hops
chain, T=2 nu=2: force constants reach 4 hops
chain, T=2 nu=3: force constants reach 4 hops
rattled diamond, equivariant: off-tree |V| 7e-15, max atoms beyond rc 9
worked example: d = 4.5 bohr, rc = 6.0 bohr, g = 2.0, b = (1.0, 0.5, 0.25)
c = (-0.02, -0.002, -0.0002) Ry; second-neighbour distance = 7.3485 bohr
w = 0.382812, a_child = 1.531250, s_child = 4.601204, A_root = 7.045594
terms c1A, c2A^2, c3A^3 = -0.140912, -0.099281, -0.069949 Ry
site energy = -0.310142 Ry = -4.2197 eV
order  2:    4 clusters, sum V = -4.7698e-02 Ry
order  3:   18 clusters, sum V = -8.3195e-02 Ry
order  4:   52 clusters, sum V = -7.0096e-02 Ry
order  5:  130 clusters, sum V = -4.8433e-02 Ry
order  6:  264 clusters, sum V = -3.3688e-02 Ry
order  7:  426 clusters, sum V = -1.7597e-02 Ry
order  8:  540 clusters, sum V = -6.7308e-03 Ry
order  9:  510 clusters, sum V = -2.1207e-03 Ry
order 10:  336 clusters, sum V = -5.0530e-04 Ry
order 11:  144 clusters, sum V = -7.2673e-05 Ry
order 12:   36 clusters, sum V = -5.4030e-06 Ry
order 13:    4 clusters, sum V = -1.6045e-07 Ry
nonzero clusters 2464 of 65536; max |V| above 13 = 2e-14 Ry
w^12 = 9.90452e-06, (3!)^4 c3 b3^3 = -4.05000e-03 Ry
V13 inversion = -4.01133e-08 Ry, formula = -4.01133e-08 Ry = -5.4577e-07 eV
share of site energy in 13-body terms = 5.174e-07
far atom at 9.00 bohr: relay -6.1925e-03, c1b1w^2 -2.9309e-03, no relay 0.0 Ry
far atom at 11.88 bohr: relay -1.2563e-08, c1b1w^2 -1.2546e-08, no relay 0.0 Ry
far atom at 11.94 bohr: relay -7.9230e-10, c1b1w^2 -7.9203e-10, no relay 0.0 Ry
decay exponent of the relay effect in (1-x) near 2rc = 3.987
```
